\section*{Saturation drift velocity set by one randomizing optical phonon}

\section*{Two balances}

\textbf{Q.} Carriers in a strong field are said to reach a drift velocity that no longer grows with the field. A larger force should give a larger velocity. What could stop it?

\textbf{A.} A scattering rate that grows along with the force. Take the simplest model that can show this. Carriers of mass $m$ and unit charge magnitude move in a parabolic band under a uniform force $F$. They scatter from one kind of optical phonon, with energy $w$ at every wavevector. The lattice stays at temperature $T$, and the carriers are dilute enough for final states to be empty. I use atomic units, so $\hbar=1$ and $w$ is also a frequency.

A collision either emits a phonon or absorbs one. Stimulated and spontaneous emission together carry the factor $N+1$, and absorption carries $N$, the mean phonon number. I write the two rates as
\begin{equation}
R_{\rm em}=(N+1)\,C,\qquad R_{\rm abs}=N\,C .
\label{rates}
\end{equation}

\textbf{Q.} Why the same $C$ in both? The carrier ends at $E-w$ in one case and at $E+w$ in the other, and the densities of states there differ.

\textbf{A.} They do, and \eqref{rates} neglects it. The neglect is reasonable when the carrier energy $E$ is much larger than $w$. It fails outright for $E<w$, where emission is impossible. I shall return to its size.

\textbf{Q.} Then take the momentum first. Emission and absorption change the energy in opposite senses. Do their effects on the momentum cancel as well?

\textbf{A.} No, because the phonon is assumed to randomize the direction of motion. After either process the final velocity averages to zero, so the carrier's mean momentum $mv$ is lost both times, $v$ being the drift velocity. The rates add:
\begin{equation}
F=mv\,(R_{\rm em}+R_{\rm abs})=mv\,C\,(2N+1).
\label{mom}
\end{equation}
This suits a coupling that does not depend on the phonon wavevector. It does not suit polar coupling, which favours small deflections.

For the energy the signs matter. Emission removes $w$ and absorption returns $w$, while the field supplies the power $Fv$:
\begin{equation}
Fv=w\,(R_{\rm em}-R_{\rm abs})=wC\,[(N+1)-N]=wC .
\label{en}
\end{equation}
The net energy loss contains no $N$. A warmer lattice hinders the drift without cooling the carriers any faster at given $C$.

\textbf{Q.} You have two equations, but $C$ depends on the carrier energy, which you do not know.

\textbf{A.} It can be eliminated. Equation \eqref{en} gives $C=Fv/w$. Put this into \eqref{mom}:
\begin{equation}
F=mv\,\frac{Fv}{w}\,(2N+1)
\quad\Longrightarrow\quad
v^2=\frac{w}{m(2N+1)} .
\label{vn}
\end{equation}
The force has cancelled, and so has the coupling strength.

\textbf{Q.} And the temperature?

\textbf{A.} It enters through $N$. With $x=w/k_BT$, oscillator level $n$ has weight $e^{-nx}$. The sum of weights is $Z=1/(1-e^{-x})$, and
\begin{equation}
N=-\frac{d\ln Z}{dx}=\frac{d}{dx}\ln(1-e^{-x})
=\frac{e^{-x}}{1-e^{-x}}=\frac{1}{e^x-1}.
\end{equation}
Therefore
\begin{equation}
2N+1=\frac{e^x+1}{e^x-1}
=\frac{e^{x/2}+e^{-x/2}}{e^{x/2}-e^{-x/2}}=\coth\frac{x}{2},
\end{equation}
and \eqref{vn} becomes
\begin{equation}
v^2=\frac{w}{m}\tanh\frac{w}{2k_BT}.
\label{law}
\end{equation}
For a cold lattice the hyperbolic tangent tends to one, and $mv^2/2=w/2$: the drift kinetic energy is half a phonon. For $k_BT\gg w$ it tends to its argument, so $v^2=w^2/(2mk_BT)$.

\section*{Does the steady state exist?}

\textbf{Q.} I distrust the cancellation. Suppose $C$ is a constant. Then \eqref{mom} gives $v$ proportional to $F$, which is Ohm's law, not saturation.

\textbf{A.} The objection is right. With constant $C$ the two balances hold together at one force, $F_c=C\sqrt{mw(2N+1)}$. Above it the carriers heat without limit, and below it they cool until the model fails. Saturation needs $C$ to rise with energy, so that the carriers can heat up until $C$ matches the force.

To see this, let the mean energy $E$ and the drift vary in time, and abbreviate $b=2N+1$:
\begin{equation}
\dot v=\frac Fm-bC(E)v,\qquad \dot E=Fv-wC(E).
\label{ode}
\end{equation}
Small deviations from the steady state obey
\begin{equation}
\frac{d}{dt}\begin{pmatrix}\delta v\\ \delta E\end{pmatrix}
=\begin{pmatrix}-bC&-bC'v\\ F&-wC'\end{pmatrix}
\begin{pmatrix}\delta v\\ \delta E\end{pmatrix},
\end{equation}
where $C'=dC/dE$. The trace is $-(bC+wC')$. The determinant is
\begin{equation}
bwCC'+FbC'v=bC'(wC+Fv)=2bwCC',
\end{equation}
the last step using \eqref{en}. For $C'>0$ the trace is negative and the determinant positive, so deviations decay. For $C'=0$ the determinant vanishes and nothing restores the energy.

\textbf{Q.} Which $C(E)$ do you propose?

\textbf{A.} With a constant matrix element, the rate follows the density of final states, which grows as $\sqrt E$ in a three-dimensional parabolic band. The speed $u=\sqrt{2E/m}$ grows in the same way, so
\begin{equation}
C(E)=\frac{u}{L}=\frac1L\sqrt{\frac{2E}{m}},
\label{C}
\end{equation}
where the length $L$ expresses the coupling strength. Setting this equal to $Fv/w$ and squaring,
\begin{equation}
E=\frac{mL^2F^2v^2}{2w^2}=\frac{(FL)^2}{2wb},
\label{energy}
\end{equation}
where $v^2=w/(mb)$ was used. The energy grows as the square of the force, and $C$ therefore grows in proportion to it.

Equations \eqref{ode} with this rate were integrated numerically from rest and $E=2w$, for $FL/w=5$, 10 and 20. All three runs ended at the velocity \eqref{law} to within one part in $10^5$.

\section*{One rate for all carriers?}

\textbf{Q.} You evaluate $C$ at the mean energy. Fast carriers scatter more often than slow ones. Does that not spoil the momentum balance?

\textbf{A.} It changes the numerical factor. Let angle brackets denote averages over the carriers, and $u_z$ the velocity along the force. Still with equal final densities, the balances are
\begin{equation}
F=mb\langle u_zC\rangle,\qquad Fv=w\langle C\rangle .
\end{equation}
Dividing the second by the first and multiplying by $v$,
\begin{equation}
v^2=\frac{w}{mb}\,\frac{v\langle C\rangle}{\langle u_zC\rangle}.
\label{avg}
\end{equation}
The law \eqref{law} therefore contains a further assumption, $\langle u_zC\rangle=v\langle C\rangle$. To find the true ratio one needs the distribution.

\textbf{Q.} Can it be found without a simulation?

\textbf{A.} At high field, yes. Write $f=f_0(E)+f_1(E)\cos\theta$, with $\theta$ measured from the force and higher angular terms dropped. The force acts on $f_0$ through $F\,\partial f_0/\partial p_z=Fu\cos\theta\,f_0'$. Randomizing collisions remove the $\cos\theta$ part at the rate $bu/L$. In the steady state
\begin{equation}
Fuf_0'=-\frac{bu}{L}f_1
\quad\Longrightarrow\quad f_1=-\frac{FL}{b}f_0'.
\label{f1}
\end{equation}

Now count carriers crossing the sphere of energy $E$, whose radius in momentum space is $p$. The force carries them outward at the rate
\begin{equation}
\int F\cos\theta\,f\,dS=\frac{4\pi p^2}{3}Ff_1,
\end{equation}
because $\cos^2\theta$ averages to $1/3$. Phonons carry them inward. They connect states at $e+w/2$ and $e-w/2$, and the crossing pairs have $e$ within $w/2$ of $E$. Each pair contributes in proportion to
\begin{equation}
(N+1)f_0(e+\tfrac w2)-Nf_0(e-\tfrac w2)
\simeq f_0+\frac{bw}{2}f_0' .
\end{equation}
The prefactor follows from the first term. There are $4\pi p^2/u$ units of momentum volume per unit energy, and each carrier loses energy at the rate $wu/L$, so the inward flow is $4\pi p^2(w/L)(f_0+bwf_0'/2)$. Equating the flows and using \eqref{f1},
\begin{equation}
-\frac{F^2L}{3b}f_0'=\frac wL\left(f_0+\frac{bw}{2}f_0'\right)
\;\Longrightarrow\;
f_0=-\left(k_BT_e+\frac{bw}{2}\right)f_0',
\label{te}
\end{equation}
with $k_BT_e=(FL)^2/(3wb)$. This is an exponential in energy. The term $bw/2$ comes from the random sequence of upward and downward steps. For $w\ll k_BT$ it tends to $k_BT$, as equilibrium without a field requires.

\textbf{Q.} And the factor in the velocity?

\textbf{A.} Let the field be high enough that $k_BT_e\gg bw/2$. Then $f_0'=-f_0/k_BT_e$, and \eqref{f1} gives $f_1/f_0=FL/(bk_BT_e)=3w/(FL)$, the same at every energy. The drift is
\begin{equation}
v=\frac13\langle u\rangle\frac{f_1}{f_0}=\frac{w}{FL}\langle u\rangle .
\end{equation}
An exponential $f_0$ is a Maxwell distribution, for which $\langle u\rangle^2=8k_BT_e/(\pi m)$. Hence
\begin{equation}
v^2=\frac{w^2}{(FL)^2}\,\frac{8}{\pi m}\,\frac{(FL)^2}{3wb}
=\frac{8}{3\pi}\,\frac wm\tanh\frac{w}{2k_BT}.
\label{kin}
\end{equation}
The dependence on $w$, $m$ and $T$ survives, and $v^2$ is multiplied by $8/(3\pi)=0.849$. In \eqref{avg} this is $\langle u\rangle^2/\langle u^2\rangle$: fast carriers hold more of the drift and lose it more often.

A numerical solution for $f_0$ and $f_1$, with the true final densities and the room-temperature phonon number used below, gives $v^2$ divided by \eqref{law} as 0.840, 0.847 and 0.848 for $FL/w=10$, 20 and 40. The ratio approaches $8/(3\pi)$ as the field rises.

\section*{Numbers for electrons in silicon}

\textbf{Q.} Silicon has ellipsoidal valleys. Which mass belongs in the formula?

\textbf{A.} For a field along $\langle111\rangle$ the conductivity mass does. In one valley $E=\sum_ip_i^2/2m_i$. Rescale $p_i=\sqrt{m_i/m}\,q_i$, which gives $E=q^2/2m$. Let the force point along the unit vector $\mathbf n$. Then
\begin{equation}
\dot q_i=F n_i\sqrt{\frac{m}{m_i}},\qquad
\sum_i n_i\frac{p_i}{m_i}=\frac1m\sum_i n_i\sqrt{\frac{m}{m_i}}\,q_i .
\end{equation}
The vector with components $n_i\sqrt{m/m_i}$ has unit length if $1/m=\sum_in_i^2/m_i$. The problem is then that of a spherical band of mass $m$, provided collisions spread carriers evenly over the energy surface. Along $\langle111\rangle$ each $n_i^2=1/3$, and every valley has the same $m$. With rough masses 0.92 (longitudinal) and 0.19 (transverse), in electron masses,
\begin{equation}
m=\frac{3}{1/0.92+2/0.19}=0.258 .
\end{equation}

\textbf{Q.} Put in the rest.

\textbf{A.} Take $w=0.063$ eV, roughly the optical phonon energy of silicon, and $T=300$ K, where $k_BT=0.02585$ eV. Then $N=0.0958$, $b=1.192$ and $\tanh(w/2k_BT)=1/b=0.839$. The cold-lattice value is $\sqrt{w/m}=2.07\times10^7$ cm/s, so
\begin{equation}
v=2.07\times10^7\sqrt{0.839}=1.90\times10^7\ {\rm cm/s},
\end{equation}
or 1.90 angstrom/fs.

For the energy I need a coupling and a field. I choose $L=150$ angstrom and 0.1 MV/cm, so that $FL=0.15$ eV. This $L$ is not fitted to silicon; common empirical deformation potentials for the stiff intervalley phonons give about 500 angstrom. The energies, times and lengths below depend on this choice. Equation \eqref{energy} gives
\begin{equation}
E=\frac{0.15^2}{2(0.063)(1.192)}=0.150\ {\rm eV}.
\end{equation}
The net phonon emission rate is $C=Fv/w=30$ per ps. The ratio $v/F$ is 190 cm$^2$/Vs. This is a chord mobility: it falls as $1/F$ in saturation and is not the low-field mobility.

\textbf{Q.} How far must a carrier travel before this steady state applies?

\textbf{A.} The linearized balances tell how fast small deviations die out, which is the last stage of the approach. From \eqref{C}, $C'=C/2E$, so $wC'=6.3$ per ps, while $bC=36$ per ps. The trace is $-42$ per ps and the determinant is $2(36)(6.3)=454$ per ps$^2$. The eigenvalues are half the trace plus or minus the square root of $(42/2)^2-454$. That difference is slightly negative, so the eigenvalues are complex and their real part is half the trace. Deviations thus decay at half the trace, 21 per ps, or in about 0.05 ps. At the saturated velocity that is some 90 angstrom.

A carrier entering cold is not a small deviation. At this field it gains 0.001 eV per angstrom, so from rest it needs 150 angstrom to reach 0.15 eV even if it loses nothing on the way. With the losses included, integrating \eqref{ode} from zero drift and the thermal energy $\frac32k_BT$ brings $v$ and $E$ within 10\% of their steady values after roughly 300 angstrom. A channel not much longer than that is outside the steady-state law. The figure belongs to the chosen $L$; a weaker coupling raises the steady energy and lengthens the approach.

\textbf{Q.} Your energy is only 2.4 times $w$. Is that ``much larger''?

\textbf{A.} No. In \eqref{te}, $k_BT_e=0.100$ eV and $bw/2=0.038$ eV, so the high-field limit is not reached. With the step term kept, \eqref{f1} and \eqref{te} give $f_1/f_0=FL/[b(k_BT_e+bw/2)]$, which is about 0.9. The two-term form needs this ratio to be small, so it cannot be trusted here either.

The effect of unequal final densities can be estimated within the single-energy picture. To first order in $\delta=w/2E$, the emission rate is multiplied by $1-\delta$ and the absorption rate by $1+\delta$. Their sum becomes $C(b-\delta)$ and their difference $C(1-b\delta)$, whence
\begin{equation}
v^2=\frac wm\,\frac{1-b\delta}{b-\delta}
\simeq\frac{w}{mb}\left[1-\delta\left(b-\frac1b\right)\right].
\end{equation}
Here $\delta=0.21$, and the expanded form lowers $v$ by about 4\%. This $\delta$ is not small, and the energy itself shifts: solving the two balances with the exact final densities gives $E=0.21$ eV and a fall of 3\%.

A Monte Carlo simulation of the carriers, with true final densities and no assumption about the distribution, gives $1.57\times10^7$ cm/s. That is 17\% below \eqref{law} and 10\% below the high-field value $1.75\times10^7$ from \eqref{kin}. An ellipsoidal valley with the field along $\langle111\rangle$ gives the same $1.57\times10^7$. At 0.3 MV/cm, with all else fixed, the velocity rises to $1.72\times10^7$, close to the high-field value. At 0.1 MV/cm this model has therefore not fully saturated. By \eqref{te} the mean energy at 0.3 MV/cm is about 1.4 eV, above silicon's band gap, so that run shows the high-field limit of the model and does not describe silicon.

The simulated mean energy is 0.227 eV, not 0.150 eV. The step term in \eqref{te} would raise the mean to $\frac32(0.100+0.038)=0.21$ eV. The two-term form is doubtful at this field, and unequal final densities alone also bring the single-energy value to 0.21 eV, so the excess cannot be assigned to the step term alone.

\section*{Beside the real material}

\textbf{Q.} I recall about $10^7$ cm/s for electrons in silicon at room temperature. You are off by nearly a factor of two.

\textbf{A.} That rough figure is right, and the law does not predict it. Large corrections that I can size come from the averaging and final densities just discussed, from the band shape, and from the use of a single phonon. Real bands flatten: $E(1+\alpha E)=p^2/2m$, with $\alpha$ roughly 0.5 per eV. Differentiating gives $u=p/[m(1+2\alpha E)]$, so a given momentum carries less velocity. The density of final states also grows faster with energy, which raises the scattering rate. Both effects lower the drift. With this band the simulation at 0.1 MV/cm drops from $1.57$ to $1.32\times10^7$ cm/s, or 16\%. Replacing the phonon by one of 0.050 eV lowers the law to $1.60\times10^7$, also 16\%. These changes are not independent, and I do not multiply them into a prediction.

\textbf{Q.} Acoustic phonons are missing too.

\textbf{A.} Treat them as elastic and randomizing. They add to \eqref{mom} but not to \eqref{en}. If their momentum-loss rate is $r$ times that of the optical phonon, $b$ becomes $b(1+r)$ and $v^2$ is divided by $1+r$. For an assumed $r=0.15$ the law gives $1.77\times10^7$ cm/s, a fall of 7\%. Where the drift is not fully saturated the fall is larger: in the parabolic simulation at 0.1 MV/cm it is 9\%, and the mean energy drops to 0.20 eV. The value of $r$ is uncertain. Empirical deformation potentials for silicon suggest about 0.4, which lowers the law by 15\% and the simulated drift by 20\%.

\textbf{Q.} What of a hot chip, another field direction, heavy carrier density, or breakdown?

\textbf{A.} At 400 K, with $w$ and $m$ fixed, the law gives $1.76\times10^7$ cm/s, 7\% less than at 300 K. For a field along $\langle100\rangle$ the valleys respond differently. If they are isolated and equally filled, averaging their separate velocities gives $1.81\times10^7$, 5\% less. Real valleys exchange carriers, so this is an estimate and not a bound.

At $10^{18}$ carriers per cm$^3$, the mean occupancy of states below half a phonon energy is 0.003 in the nonparabolic simulation. State filling is negligible there. Heating is not: the carriers then dissipate about $2\times10^{11}$ W/cm$^3$, and the emitted optical phonons can raise $N$ above its lattice value, which the model ignores. In the same run no sampled carrier exceeded the gap of 1.12 eV. The fraction able to start impact ionization is thus too small for that sample to resolve at 0.1 MV/cm with $L=150$ angstrom. This says nothing about higher fields or weaker coupling: with $L=500$ angstrom at the same field the mean energy is about 0.42 eV and some 0.6\% of the carriers lie above the gap.

\textbf{Q.} Then what may I use the formula for?

\textbf{A.} For the scale of the velocity and its trends: a stiffer phonon or a lighter mass raises it, and a warmer lattice lowers it. This holds where the carriers do not transfer to heavier valleys, one randomizing phonon dominates, the rate rises with energy, the band stays nearly parabolic, and the carriers are heated well above both $w$ and $k_BT$. In silicon the last two conditions conflict: at $E=10w=0.63$ eV the factor $1+2\alpha E$ is already 1.63, so the band is no longer nearly parabolic. There the formula is a rough guide, not a limit that is reached. It does not rank materials: it gives about $1.8\times10^7$ cm/s for germanium and $2.4\times10^7$ for gallium arsenide, whose measured high-field velocities both lie below silicon's. The numerical output below lists the inputs and the main results.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough silicon values)
phonon energy: 0.063 eV
lattice temperature: 300 K
longitudinal mass: 0.92 electron masses
transverse mass: 0.19 electron masses
length L: 150 angstrom
field: 0.1 MV/cm
nonparabolicity: 0.5 1/eV
band gap: 1.12 eV
elastic-to-phonon momentum-loss ratio: 0.15
softer phonon for comparison: 0.05 eV
carrier density for state filling: 1e+18 1/cm3
LAW
conductivity mass: 0.2583 electron masses
thermal energy kT: 0.02585 eV
phonon number N: 0.0958
2N+1: 1.192
tanh(w/2kT): 0.8392
cold-lattice velocity: 2.071e+07 cm/s
saturation velocity: 1.897e+07 cm/s
saturation velocity, converted: 1.897 angstrom/fs
energy gained over L: 0.15 eV
mean energy from balances: 0.1499 eV
net phonon emission rate: 30.1 1/ps
chord mobility v/F: 189.7 cm2/Vs
KINETIC CHECKS
high-field factor 8/(3 pi) in v^2: 0.8488
two-term v^2/law at scaled force 10: 0.8402
two-term v^2/law at scaled force 20: 0.8467
two-term v^2/law at scaled force 40: 0.8483
high-field kinetic velocity: 1.748e+07 cm/s
Monte Carlo velocity: 1.57e+07 cm/s
Monte Carlo mean energy: 0.227 eV
Monte Carlo, ellipsoid <111>: 1.57e+07 cm/s
tripled field: 0.3 MV/cm
Monte Carlo, tripled field: 1.72e+07 cm/s
two-term, tripled field: 1.73e+07 cm/s
NEGLECTED EFFECTS
Monte Carlo, nonparabolic: 1.32e+07 cm/s
mean energy, nonparabolic: 0.15 eV
law with elastic collisions: 1.769e+07 cm/s
law with softer phonon: 1.595e+07 cm/s
law at 400 K: 1.761e+07 cm/s
<100>, isolated equally filled valleys: 1.81e+07 cm/s
carrier fraction above gap, nonparabolic: 0
mean occupancy below half a phonon energy: 0.0029
\end{verbatim}
